# Ising Fields and Couplings for a Probabilistic AND Gate: a numerical check

```python
# Result under test: an Ising energy for three spins whose ground states are
# exactly the four rows of the AND truth table, C = A AND B.
#   E = -(J_AB a b + J_AC a c + J_BC b c + h_A a + h_B b + h_C c), a,b,c = +-1
# Degeneracy: h_A=J_AB+J_AC, h_B=J_AB+J_BC, h_C=-(2 J_AB+J_AC+J_BC).
# Chosen member: J_AB=-1, J_AC=J_BC=2, h_A=h_B=1, h_C=-2.
# Probabilistic bits: each spin is redrawn at rate 1/tau, with
#   P(+1) = (1+tanh(g I))/2, I = local field, g = V_unit/V_0.
from itertools import product
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import linprog
from scipy.special import expit

states = list(product((-1, 1), repeat=3))
index = {s: n for n, s in enumerate(states)}
valid = np.array([(c == 1) == (a == 1 and b == 1) for a, b, c in states])


def features(s):
    a, b, c = s
    return [a*b, a*c, b*c, a, b, c]


# --- Symbolic solution of the degeneracy conditions, by enumeration ---
jab, jac, jbc, ha, hb, hc = sp.symbols("jab jac jbc ha hb hc", real=True)
weights_sym = [jab, jac, jbc, ha, hb, hc]
energy_sym = {s: -sum(w*f for w, f in zip(weights_sym, features(s)))
              for s in states}
valid_states = [s for s in states if valid[index[s]]]
assert len(valid_states) == 4
conditions = [energy_sym[s] - energy_sym[valid_states[0]]
              for s in valid_states[1:]]
solutions = sp.solve(conditions, [ha, hb, hc], dict=True)
assert len(solutions) == 1
fields = solutions[0]
assert sp.expand(fields[ha] - (jab + jac)) == 0
assert sp.expand(fields[hb] - (jab + jbc)) == 0
assert sp.expand(fields[hc] + 2*jab + jac + jbc) == 0
ground_sym = energy_sym[(1, 1, 1)].subs(fields)
assert sp.expand(ground_sym + jab + jac + jbc) == 0
gap_formula = {(1, 1, -1): -4*jab, (1, -1, 1): 4*(jab + jbc),
               (-1, 1, 1): 4*(jab + jac)}
gap_formula[(-1, -1, 1)] = sum(gap_formula.values())
for s, formula in gap_formula.items():
    assert sp.expand(energy_sym[s].subs(fields) - ground_sym - formula) == 0

# --- Direct verification of the chosen weights ---
weights = np.array([-1.0, 2.0, 2.0, 1.0, 1.0, -2.0])
energies = np.array([-np.dot(weights, features(s)) for s in states])
ground = energies.min()
assert np.array_equal(energies == ground, valid)
gap = energies[~valid].min() - ground


# --- Largest possible smallest gap, by linear programming ---
def best_gap(j_max, no_fields=False, no_input_coupling=False):
    # unknowns: six weights, ground energy, smallest gap
    eq = [[-f for f in features(s)] + [-1, 0]
          for s in states if valid[index[s]]]
    ub = [features(s) + [1, 1] for s in states if not valid[index[s]]]
    bounds = [(-j_max, j_max)]*3
    bounds += [(0, 0) if no_fields else (None, None)]*3
    bounds += [(None, None)]*2
    if no_input_coupling:
        bounds[0] = (0, 0)
    answer = linprog([0]*7 + [-1], A_ub=ub, b_ub=[0]*4, A_eq=eq,
                     b_eq=[0]*4, bounds=bounds, method="highs")
    assert answer.success
    return answer.x[7], answer.x[:6]


lp_gap, lp_weights = best_gap(2.0)
assert abs(lp_gap - 2*2.0) < 1e-7 and abs(lp_gap - gap) < 1e-7
assert np.allclose(lp_weights, weights, atol=1e-7)
gap_no_fields = best_gap(2.0, no_fields=True)[0]
gap_no_jab = best_gap(2.0, no_input_coupling=True)[0]
assert abs(gap_no_fields) < 1e-7 and abs(gap_no_jab) < 1e-7

# --- Stochastic network built only from the local update rule ---
J = np.array([[0, -1, 2], [-1, 0, 2], [2, 2, 0]], dtype=float)
h = np.array([1.0, 1.0, -2.0])
spin_table = np.array(states, dtype=float)


def probability_up(g, coupling=J, field=h):
    local = spin_table @ coupling.T + field
    return expit(2*g*local)          # identical to (1+tanh(g*local))/2


def generator(g, coupling=J, field=h, free=(0, 1, 2)):
    up = probability_up(g, coupling, field)
    rates = np.zeros((8, 8))
    for n, s in enumerate(states):
        for i in free:
            flipped = list(s)
            flipped[i] = -s[i]
            rate = up[n, i] if s[i] == -1 else expit(
                -2*g*(coupling[i] @ spin_table[n] + field[i]))
            rates[index[tuple(flipped)], n] += rate
            rates[n, n] -= rate
    return rates


def stationary(matrix):
    system = matrix.copy()
    system[-1] = 1.0
    rhs = np.zeros(len(matrix))
    rhs[-1] = 1.0
    return np.linalg.solve(system, rhs)


def clamped(g, fixed):
    free = [i for i in range(3) if i not in fixed]
    keep = [n for n, s in enumerate(states)
            if all(s[i] == v for i, v in fixed.items())]
    p = stationary(generator(g, free=free)[np.ix_(keep, keep)])
    return {states[n]: x for n, x in zip(keep, p)}


def slot_distribution(g, q):
    # in one delay slot each bit is redrawn with probability q from old inputs
    up = probability_up(g)
    move = np.ones((8, 8))
    for n, old in enumerate(states):
        for m, new in enumerate(states):
            for i in range(3):
                draw = up[n, i] if new[i] == 1 else 1 - up[n, i]
                move[m, n] *= q*draw + (1 - q)*(new[i] == old[i])
    return stationary((move - np.eye(8))/q)


def valid_formula(g):
    return 4/(4 + 3*np.exp(-4*g) + np.exp(-12*g))


for g_test in (0.3, 1.0, 2.0):
    p_chain = stationary(generator(g_test))
    boltzmann = np.exp(-g_test*(energies - ground))
    boltzmann /= boltzmann.sum()
    assert np.allclose(p_chain, boltzmann, atol=1e-11)
    assert abs(p_chain[valid].sum() - valid_formula(g_test)) < 1e-11

# --- Device example: rough typical inputs ---
v0, v_unit = 50.0, 50.0              # mV
tau, delay = 10.0, 0.1               # ns
offset, weight_error = 5.0, 0.01     # mV, fraction
slope_change = 0.10                  # fraction of v0
supply, temperature = 800.0, 300.0   # mV, K
g = v_unit/v0
p = stationary(generator(g))
p_valid = p[valid].sum()
unit_mev = g*constants.k*temperature/constants.e*1e3

forward = clamped(g, {0: 1, 1: 1})[(1, 1, 1)]
forward_mixed = clamped(g, {0: 1, 1: -1})[(1, -1, -1)]
forward_zero = clamped(g, {0: -1, 1: -1})[(-1, -1, -1)]
reverse_one = clamped(g, {2: 1})[(1, 1, 1)]
zero_cases = clamped(g, {2: -1})
reverse_zero = [zero_cases[s] for s in valid_states if s[2] == -1]
leak = np.exp(-4*g)
assert abs(forward - 1/(1 + leak)) < 1e-11
assert abs(forward_mixed - 1/(1 + leak)) < 1e-11
assert abs(forward_zero - 1/(1 + leak**3)) < 1e-11
assert abs(reverse_one - 1/(1 + 2*leak + leak**3)) < 1e-11
assert np.ptp(reverse_zero) < 1e-11
assert abs(sum(reverse_zero) - 3/(3 + leak)) < 1e-11


# --- Slowest relaxation, from the spectrum of the update process ---
def relaxation(g_value):
    rates = np.sort(-np.linalg.eigvals(generator(g_value)).real)
    assert abs(rates[0]) < 1e-11
    return 1/rates[1]                # in units of tau


slow_ratio = relaxation(3.0)/(9/20*np.exp(12.0))
assert abs(slow_ratio - 1) < 1e-3    # corrections are of order exp(-12)


# --- Effects neglected in the ideal gate ---
def imbalance(distribution):
    return distribution[valid].max()/distribution[valid].min()


offset_ratio = max(
    imbalance(stationary(generator(g, field=h + np.array(sign)*offset/v_unit)))
    for sign in product((-1, 1), repeat=3))
assert abs(offset_ratio - np.exp(6*offset/v0)) < 1e-9

links = [(i, j) for i in range(3) for j in range(3) if i != j]
error_ratio, error_valid = 1.0, 1.0
for signs in product((-1, 1), repeat=9):
    J_bad = J.copy()
    for (i, j), sign in zip(links, signs[:6]):
        J_bad[i, j] *= 1 + sign*weight_error
    h_bad = h*(1 + weight_error*np.array(signs[6:]))
    p_bad = stationary(generator(g, J_bad, h_bad))
    error_ratio = max(error_ratio, imbalance(p_bad))
    error_valid = min(error_valid, p_bad[valid].sum())
# reciprocal errors are a subset; their worst energy splitting is 12 f
assert error_ratio >= np.exp(12*weight_error*g) - 1e-9

valid_soft = stationary(generator(v_unit/(v0*(1 + slope_change))))[valid].sum()
valid_sharp = stationary(generator(v_unit/(v0*(1 - slope_change))))[valid].sum()
q = delay/tau
assert np.allclose(slot_distribution(g, 1e-6), p, atol=1e-5)
valid_delay = slot_distribution(g, q)[valid].sum()
valid_parallel = slot_distribution(g, 1.0)[valid].sum()
assert abs(valid_delay - p_valid) < q
assert valid_parallel < 0.9
max_drive = v_unit*np.abs(spin_table @ J.T + h).max()
assert max_drive < supply/2

# --- Printed numbers ---
print("J_AB, J_AC, J_BC (weight units):", *weights[:3])
print("h_A, h_B, h_C (weight units):", *weights[3:])
for s, e, ok, prob in zip(states, energies, valid, p):
    bits = "".join(str((x + 1)//2) for x in s)
    print(f"ABC={bits} valid={bool(ok)} E={e:.0f} units, P={prob:.6f}")
print(f"smallest gap: {gap:.0f} units")
print(f"best gap for |J|<=2 by linear program: {lp_gap:.4f} units")
print(f"best gap without fields: {abs(gap_no_fields):.4f} units")
print(f"best gap without J_AB: {abs(gap_no_jab):.4f} units")
print(f"response voltage V_0: {v0:.0f} mV")
print(f"voltage per weight unit: {v_unit:.0f} mV")
print(f"g = V_unit/V_0: {g:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"equivalent energy unit: {unit_mev:.2f} meV")
print(f"equivalent smallest gap: {gap*unit_mev:.1f} meV")
print(f"total valid probability: {p_valid:.5f}")
print(f"valid probability at g=2: {valid_formula(2.0):.6f}")
print(f"P(C=1 | A=B=1): {forward:.5f}")
print(f"P(C=0 | A=1,B=0): {forward_mixed:.5f}")
print(f"P(C=0 | A=B=0): {forward_zero:.7f}")
print(f"P(A=B=1 | C=1): {reverse_one:.5f}")
print(f"each valid input pair given C=0: {reverse_zero[0]:.5f}")
print(f"all valid input pairs given C=0: {sum(reverse_zero):.5f}")
print(f"redraw time tau: {tau:.1f} ns")
print(f"relaxation time at g=1: {tau*relaxation(1.0):.1f} ns")
print(f"relaxation time at g=2: {tau*relaxation(2.0):.0f} ns")
print(f"large-g formula at g=1: {tau*9/20*np.exp(4):.1f} ns")
print(f"large-g formula at g=2: {tau*9/20*np.exp(8):.0f} ns")
print(f"relaxation / large-g formula at g=3: {slow_ratio:.6f}")
print(f"input offset: {offset:.1f} mV")
print(f"worst valid-state ratio from offsets: {offset_ratio:.3f}")
print(f"weight error: {100*weight_error:.1f} %")
print(f"worst valid-state ratio from weight errors: {error_ratio:.3f}")
print(f"lowest valid probability, weight errors: {error_valid:.5f}")
print(f"change of V_0: {100*slope_change:.0f} %")
print(f"valid probability, V_0 raised: {valid_soft:.5f}")
print(f"valid probability, V_0 lowered: {valid_sharp:.5f}")
print(f"network delay: {delay:.2f} ns")
print(f"delay / redraw time: {q:.3f}")
print(f"valid probability with delay: {valid_delay:.5f}")
print(f"valid probability, simultaneous updates: {valid_parallel:.5f}")
print(f"largest input voltage: {max_drive:.0f} mV")
print(f"supply voltage: {supply:.0f} mV")
print(f"available half swing: {supply/2:.0f} mV")
print("success")
```

It prints:

```
J_AB, J_AC, J_BC (weight units): -1.0 2.0 2.0
h_A, h_B, h_C (weight units): 1.0 1.0 -2.0
ABC=000 valid=True E=-3 units, P=0.246612
ABC=001 valid=False E=9 units, P=0.000002
ABC=010 valid=True E=-3 units, P=0.246612
ABC=011 valid=False E=1 units, P=0.004517
ABC=100 valid=True E=-3 units, P=0.246612
ABC=101 valid=False E=1 units, P=0.004517
ABC=110 valid=False E=1 units, P=0.004517
ABC=111 valid=True E=-3 units, P=0.246612
smallest gap: 4 units
best gap for |J|<=2 by linear program: 4.0000 units
best gap without fields: 0.0000 units
best gap without J_AB: 0.0000 units
response voltage V_0: 50 mV
voltage per weight unit: 50 mV
g = V_unit/V_0: 1.00
temperature: 300 K
equivalent energy unit: 25.85 meV
equivalent smallest gap: 103.4 meV
total valid probability: 0.98645
valid probability at g=2: 0.999748
P(C=1 | A=B=1): 0.98201
P(C=0 | A=1,B=0): 0.98201
P(C=0 | A=B=0): 0.9999939
P(A=B=1 | C=1): 0.96466
each valid input pair given C=0: 0.33131
all valid input pairs given C=0: 0.99393
redraw time tau: 10.0 ns
relaxation time at g=1: 251.9 ns
relaxation time at g=2: 13420 ns
large-g formula at g=1: 245.7 ns
large-g formula at g=2: 13414 ns
relaxation / large-g formula at g=3: 1.000008
input offset: 5.0 mV
worst valid-state ratio from offsets: 1.822
weight error: 1.0 %
worst valid-state ratio from weight errors: 1.169
lowest valid probability, weight errors: 0.98563
change of V_0: 10 %
valid probability, V_0 raised: 0.98062
valid probability, V_0 lowered: 0.99127
network delay: 0.10 ns
delay / redraw time: 0.010
valid probability with delay: 0.98604
valid probability, simultaneous updates: 0.07448
largest input voltage: 300 mV
supply voltage: 800 mV
available half swing: 400 mV
success
```
